# Climbing-image nudged elastic band on a two-dimensional surface, with saddle verification: test program

```python
"""Climbing-image nudged elastic band (CI-NEB) on a two-dimensional surface.

Result under test: the converged climbing image has zero gradient and exactly
one negative Hessian eigenvalue, and it is the saddle found independently from
a cubic equation. In two dimensions the climber is attracted to a saddle only
if the band tangent is within 45 degrees of the unstable mode.

Surface: V = A(s^2-1)^2 + B s + (k/2)(y-f)^2,
         s = x/a, f = b(1-s^2) + c s.
A, B: energies (eV); a, b, c: lengths (angstrom); k: stiffness (eV/angstrom^2).
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import root
from scipy.spatial.distance import cdist

A, B = 0.6, 0.2
a, b, c = 1.2, 0.6, 0.5
k = 5.0
SPRING = 5.0       # eV/angstrom^2
STEP = 0.03        # angstrom^2/eV


def floor(x):
    s = x / a
    return b * (1 - s**2) + c * s


def energy(points):
    x, y = points[..., 0], points[..., 1]
    s = x / a
    return A * (s**2 - 1)**2 + B * s + 0.5 * k * (y - floor(x))**2


def gradient(points):
    x, y = points[..., 0], points[..., 1]
    s = x / a
    offset = y - floor(x)
    slope_u = (4 * A * s * (s**2 - 1) + B) / a
    slope_f = (c - 2 * b * s) / a
    return np.stack([slope_u - k * offset * slope_f, k * offset], axis=-1)


def energy_difference_gradient(point, d=1e-5):
    return np.array([(energy(point + d * e) - energy(point - d * e)) / (2 * d)
                     for e in np.eye(2)])


def numerical_hessian(point, d=1e-4):
    h = np.array([(gradient(point + d * e) - gradient(point - d * e)) / (2 * d)
                  for e in np.eye(2)])
    return 0.5 * (h + h.T)


def band_forces(path, climber=None):
    """Forces and unit tangents of movable images; climber indexes path."""
    v = energy(path)
    forward = path[2:] - path[1:-1]
    backward = path[1:-1] - path[:-2]
    rise_f = v[2:] - v[1:-1]
    rise_b = v[1:-1] - v[:-2]
    large = np.maximum(abs(rise_f), abs(rise_b))[:, None]
    small = np.minimum(abs(rise_f), abs(rise_b))[:, None]
    next_higher = (v[2:] > v[:-2])[:, None]
    tangent = np.where(next_higher, forward * large + backward * small,
                       forward * small + backward * large)
    uphill = ((rise_f > 0) & (rise_b > 0))[:, None]
    downhill = ((rise_f < 0) & (rise_b < 0))[:, None]
    tangent = np.where(uphill, forward, tangent)
    tangent = np.where(downhill, backward, tangent)
    tangent = tangent / np.linalg.norm(tangent, axis=1)[:, None]
    g = gradient(path[1:-1])
    along = np.sum(g * tangent, axis=1)
    spring = SPRING * (np.linalg.norm(forward, axis=1)
                       - np.linalg.norm(backward, axis=1))
    force = -g + (along + spring)[:, None] * tangent
    if climber is not None:
        j = climber - 1
        force[j] = -g[j] + 2 * along[j] * tangent[j]
    return force, tangent


def relax(path, tolerance, climber=None, max_steps=40000):
    path = path.copy()
    for step in range(max_steps):
        force, tangent = band_forces(path, climber)
        if np.max(np.linalg.norm(force, axis=1)) < tolerance:
            return path, tangent, step
        path[1:-1] += STEP * force
    raise AssertionError("band did not converge")


def straight_band(start, end, movable):
    t = np.linspace(0, 1, movable + 2)[:, None]
    return (1 - t) * start + t * end


# Analytic gradient against differences of the energy
rng = np.random.default_rng(4)
for point in rng.uniform(-1.5, 1.5, (20, 2)):
    assert np.allclose(gradient(point), energy_difference_gradient(point),
                       atol=1e-7)

# End points from the two-dimensional gradient, reference from the cubic
left = root(gradient, [-1.2, -0.5], tol=1e-13).x
right = root(gradient, [1.2, 0.5], tol=1e-13).x
cubic = np.roots([4 * A, 0, -4 * A, B])
assert np.max(abs(cubic.imag)) < 1e-12
x_exact = a * np.sort(cubic.real)
exact = np.column_stack([x_exact, floor(x_exact)])
assert np.allclose(left, exact[0], atol=1e-8)
assert np.allclose(right, exact[2], atol=1e-8)
eig_left = np.linalg.eigvalsh(numerical_hessian(left))
eig_right = np.linalg.eigvalsh(numerical_hessian(right))
assert eig_left[0] > 0 and eig_right[0] > 0

# Main calculation: plain band, then climbing image
plain, _, plain_steps = relax(straight_band(left, right, 6), 1e-6)
climber = 1 + int(np.argmax(energy(plain[1:-1])))
band, tangents, climb_steps = relax(plain, 1e-9, climber)
saddle = band[climber]
grad_norm = np.linalg.norm(gradient(saddle))
hessian = numerical_hessian(saddle)
eigenvalues, modes = np.linalg.eigh(hessian)
unstable = modes[:, 0] * (1 if modes[0, 0] > 0 else -1)
assert grad_norm < 1e-8
assert np.linalg.norm(energy_difference_gradient(saddle)) < 1e-7
assert np.sum(eigenvalues < 0) == 1 and eigenvalues[1] > 0
assert np.linalg.norm(saddle - exact[1]) < 1e-7
curvature_u = A / a**2 * (12 * (x_exact[1] / a)**2 - 4)
assert abs(np.linalg.det(hessian) - k * curvature_u) < 1e-5
barrier = energy(saddle) - energy(left)
reverse = energy(saddle) - energy(right)
exact_barrier = energy(exact[1]) - energy(exact[0])
assert abs(barrier - exact_barrier) < 1e-10
plain_barrier = np.max(energy(plain)) - energy(left)
assert plain_barrier < exact_barrier
assert np.argmax(energy(band)) == climber
segments = np.linalg.norm(np.diff(band, axis=0), axis=1)
assert np.ptp(segments[:climber]) < 1e-7
assert np.ptp(segments[climber:]) < 1e-7

# Early stop: reflected force norm and quadratic barrier error
early, _, early_steps = relax(plain, 0.02, climber)
early_force = band_forces(early, climber)[0][climber - 1]
early_gradient = energy_difference_gradient(early[climber])
early_norm = np.linalg.norm(early_gradient)
assert abs(np.linalg.norm(early_force) - early_norm) < 1e-7
early_error = energy(early[climber]) - energy(exact[1])
error_bound = early_norm**2 / (2 * np.min(abs(eigenvalues)))
# Ten per cent allows for cubic terms omitted from the leading-order bound.
assert abs(early_error) <= 1.1 * error_bound + 1e-12

# Independent minimum-energy path: steepest descent from the exact saddle
branches = []
for sign in (-1, 1):
    run = solve_ivp(lambda t, p: -gradient(p), (0, 30),
                    exact[1] + sign * 1e-3 * unstable, rtol=1e-9, atol=1e-11,
                    t_eval=np.linspace(0, 30, 10001))
    assert run.success
    branches.append(run.y.T)
assert np.linalg.norm(branches[0][-1] - left) < 1e-4
assert np.linalg.norm(branches[1][-1] - right) < 1e-4
descent = np.vstack(branches)
floor_offset = np.max(abs(descent[:, 1] - floor(descent[:, 0])))
assert floor_offset > 0.01

# Dependence on the number of movable images
study = []
for movable in (6, 12, 24):
    rough, _, _ = relax(straight_band(left, right, movable), 0.05)
    top = 1 + int(np.argmax(energy(rough[1:-1])))
    fine, tau, _ = relax(rough, 1e-9, top)
    assert np.linalg.norm(fine[top] - exact[1]) < 1e-7
    angle = np.degrees(np.arccos(min(1.0, abs(tau[top - 1] @ unstable))))
    assert angle < 45
    distance = np.max(np.min(cdist(fine[1:-1], descent), axis=1))
    study.append((movable, energy(fine[top]) - energy(left), angle, distance))
assert study[-1][2] < 3
assert study[-1][3] < 0.5 * study[0][3]

# Attraction of the climber for a prescribed tangent angle
normal = np.array([-unstable[1], unstable[0]])


def tangent_at(degrees):
    t = np.radians(degrees)
    return np.cos(t) * unstable + np.sin(t) * normal


def fixed_tangent_climb(degrees):
    tau = tangent_at(degrees)
    point = exact[1] + np.array([1e-3, 0])
    for _ in range(4000):
        g = gradient(point)
        point = point + STEP * (-g + 2 * (g @ tau) * tau)
        if np.linalg.norm(point - exact[1]) > 0.1:
            break
    return np.linalg.norm(point - exact[1])


for degrees in range(0, 180, 4):
    tau = tangent_at(degrees)
    reflection = np.eye(2) - 2 * np.outer(tau, tau)
    rates = np.linalg.eigvals(reflection @ hessian).real
    assert (np.min(rates) > 0) == (np.cos(np.radians(2 * degrees)) > 0)
    for minimum in (left, right):
        rates = np.linalg.eigvals(reflection @ numerical_hessian(minimum)).real
        assert np.min(rates) < 0
distance_40 = fixed_tangent_climb(40)
distance_50 = fixed_tangent_climb(50)
assert distance_40 < 1e-8 and distance_50 > 0.1

print(f"A = {A:.1f} eV, B = {B:.1f} eV, k = {k:.1f} eV/A^2 (A^2: angstrom^2)")
print(f"a = {a:.1f}, b = {b:.1f}, c = {c:.1f} angstrom")
print(f"band spring = {SPRING:.1f} eV/angstrom^2, step = {STEP:.2f} angstrom^2/eV")
for name, p, eig in (("left", left, eig_left), ("right", right, eig_right)):
    print(f"{name} minimum: x = {p[0]:.5f}, y = {p[1]:.5f} angstrom, "
          f"V = {energy(p):.6f} eV")
    print(f"  Hessian eigenvalues = {eig[0]:.4f}, {eig[1]:.4f} eV/angstrom^2")
print(f"plain band: {plain_steps} steps to 1e-6 eV/angstrom")
print(f"plain-band highest-image barrier = {plain_barrier:.6f} eV")
print(f"plain-band underestimate = {1000*(exact_barrier-plain_barrier):.3f} meV")
print(f"climbing stage: {climb_steps} further steps to 1e-9 eV/angstrom")
print(f"climber image number (left end is 0) = {climber}")
print("final band: image, x (angstrom), y (angstrom), V - V_left (eV)")
for i, p in enumerate(band):
    print(f"  {i}  {p[0]:.5f}  {p[1]:.5f}  {energy(p)-energy(left):.6f}")
print(f"spacing left, right of climber = {segments[0]:.5f}, "
      f"{segments[-1]:.5f} angstrom")
print(f"saddle from cubic: x = {exact[1,0]:.8f}, y = {exact[1,1]:.8f} angstrom")
print(f"saddle from band:  x = {saddle[0]:.8f}, y = {saddle[1]:.8f} angstrom")
print(f"saddle energy V = {energy(saddle):.6f} eV")
print(f"gradient norm at climber = {grad_norm:.2e} eV/angstrom")
print(f"Hessian xx, xy, yy = {hessian[0,0]:.5f}, {hessian[0,1]:.5f}, "
      f"{hessian[1,1]:.5f} eV/angstrom^2")
print(f"saddle Hessian eigenvalues = {eigenvalues[0]:.5f}, "
      f"{eigenvalues[1]:.5f} eV/angstrom^2")
print(f"Hessian determinant = {np.linalg.det(hessian):.5f} eV^2/angstrom^4")
print(f"u'' at saddle = {curvature_u:.5f} eV/angstrom^2")
print(f"unstable unit mode = ({unstable[0]:.5f}, {unstable[1]:.5f})")
print(f"forward barrier = {barrier:.6f} eV = {1000*barrier:.3f} meV")
print(f"reverse barrier = {reverse:.6f} eV = {1000*reverse:.3f} meV")
print(f"early stop at 0.02 eV/angstrom: {early_steps} climbing steps")
print(f"  climber gradient = {early_norm:.3e} eV/angstrom")
print(f"  energy error = {early_error:.3e} eV, leading bound = {error_bound:.3e} eV")
print("movable images, barrier (eV), tangent angle (deg), max path error (angstrom)")
for row in study:
    print(f"  {row[0]}  {row[1]:.6f}  {row[2]:.3f}  {row[3]:.5f}")
print(f"largest y-offset of descent path from floor = {floor_offset:.4f} angstrom")
print(f"fixed tangent at 40 deg: final distance = {distance_40:.1e} angstrom")
print(f"fixed tangent at 50 deg: exit distance = {distance_50:.3f} angstrom")
print("verified")
```

Output:

```
A = 0.6 eV, B = 0.2 eV, k = 5.0 eV/A^2 (A^2: angstrom^2)
a = 1.2, b = 0.6, c = 0.5 angstrom
band spring = 5.0 eV/angstrom^2, step = 0.03 angstrom^2/eV
left minimum: x = -1.24718, y = -0.56777 angstrom, V = -0.204006 eV
  Hessian eigenvalues = 1.0195, 18.3142 eV/angstrom^2
right minimum: x = 1.14647, y = 0.53003 angstrom, V = 0.195643 eV
  Hessian eigenvalues = 1.9609, 7.3874 eV/angstrom^2
plain band: 304 steps to 1e-6 eV/angstrom
plain-band highest-image barrier = 0.787623 eV
plain-band underestimate = 24.746 meV
climbing stage: 427 further steps to 1e-9 eV/angstrom
climber image number (left end is 0) = 4
final band: image, x (angstrom), y (angstrom), V - V_left (eV)
  0  -1.24718  -0.56777  0.000000
  1  -1.00242  -0.17238  0.101962
  2  -0.70180  0.18240  0.362807
  3  -0.32933  0.46079  0.666808
  4  0.10071  0.63774  0.812369
  5  0.45633  0.68939  0.719565
  6  0.81511  0.66909  0.514014
  7  1.14647  0.53003  0.399650
spacing left, right of climber = 0.46502, 0.35935 angstrom
saddle from cubic: x = 0.10070933, y = 0.63773623 angstrom
saddle from band:  x = 0.10070933, y = 0.63773623 angstrom
saddle energy V = 0.608363 eV
gradient norm at climber = 7.77e-10 eV/angstrom
Hessian xx, xy, yy = -1.07786, -1.66371, 5.00000 eV/angstrom^2
saddle Hessian eigenvalues = -1.50347, 5.42561 eV/angstrom^2
Hessian determinant = -8.15725 eV^2/angstrom^4
u'' at saddle = -1.63145 eV/angstrom^2
unstable unit mode = (0.96880, 0.24784)
forward barrier = 0.812369 eV = 812.369 meV
reverse barrier = 0.412719 eV = 412.719 meV
early stop at 0.02 eV/angstrom: 62 climbing steps
  climber gradient = 1.607e-02 eV/angstrom
  energy error = -8.597e-05 eV, leading bound = 8.587e-05 eV
movable images, barrier (eV), tangent angle (deg), max path error (angstrom)
  6  0.812369  0.286  0.01294
  12  0.812369  0.072  0.00861
  24  0.812369  0.020  0.00533
largest y-offset of descent path from floor = 0.0929 angstrom
fixed tangent at 40 deg: final distance = 4.5e-16 angstrom
fixed tangent at 50 deg: exit distance = 0.102 angstrom
verified
```
